# The hop rate of an adatom over a surface barrier: test program

```python
"""Thermally activated hop of an adatom over one surface barrier.

Result under test:  k = nu * exp(-E / (kB*T)),  about nine million per second
for E = 0.60 eV, T = 500 K, nu = 1e13 per second.
k  : rate of hops over one named saddle    nu : prefactor of that hop
E  : barrier from well bottom to saddle    T  : surface temperature
The size estimates use a cosine energy profile with a model mass and spacing.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

KB_EV = const.k / const.e
barrier = 0.60            # eV
temperature = 500.0       # K
prefactor = 1.0e13        # 1/s
mass_u = 28.0             # atomic mass units, model value
spacing_nm = 0.38         # nm, model value
mass = mass_u * const.atomic_mass
spacing = spacing_nm * 1e-9


def hop_rate(energy, temp, nu=prefactor):
    return nu * np.exp(-energy / (KB_EV * temp))


thermal_energy = KB_EV * temperature
ratio = barrier / thermal_energy
success = np.exp(-ratio)
rate = hop_rate(barrier, temperature)

# The exponential from an explicit sum of positive terms
term, series = 1.0, 1.0
for n in range(1, 100):
    term *= ratio / n
    series += term
assert abs(prefactor / series / rate - 1) < 1e-11
assert 8.5e6 < rate < 9.5e6


# Rate law against the thermal flux through the saddle of a cosine profile
def profile(x):
    """Energy in joule at position x in metre."""
    return 0.5 * barrier * const.e * (1 - np.cos(2 * np.pi * x / spacing))


def flux_rate(temp):
    kt = const.k * temp
    speed_unit = np.sqrt(kt / mass)
    upper = quad(lambda s: s * np.exp(-s * s / 2), 0, 12)[0]
    norm = quad(lambda s: np.exp(-s * s / 2), -12, 12)[0]
    well = spacing * quad(lambda y: np.exp(-profile(y * spacing) / kt),
                          -0.5, 0.5, points=[0.0], epsabs=1e-13)[0]
    saddle_density = np.exp(-profile(spacing / 2) / kt) / well
    return speed_unit * upper / norm * saddle_density


cosine_freq = np.sqrt(barrier * const.e / (2 * mass)) / spacing
step = 1e-3 * spacing
curv_well = (profile(step) - 2 * profile(0.0) + profile(-step)) / step**2
top = spacing / 2
curv_top = (profile(top + step) - 2 * profile(top)
            + profile(top - step)) / step**2
assert abs(np.sqrt(curv_well / mass) / (2 * np.pi) / cosine_freq - 1) < 1e-4
assert abs(curv_top / curv_well + 1) < 1e-4

flux_ratio = flux_rate(temperature) / hop_rate(barrier, temperature,
                                               cosine_freq)
flux_ratio_cold = (flux_rate(temperature / 2)
                   / hop_rate(barrier, temperature / 2, cosine_freq))
assert abs(flux_ratio - 1) < 0.03
# The harmonic error must fade in proportion to temperature, to leading order
assert 1.9 < (1 - flux_ratio) / (1 - flux_ratio_cold) < 2.2

# Mean number of attempts from the explicit distribution of first successes
mean_attempts = 0.0
chunk = 1_000_000
last_attempt = int(30 / success)
for start in range(1, last_attempt, chunk):
    attempt = np.arange(start, start + chunk, dtype=float)
    chance = success * np.exp((attempt - 1) * np.log1p(-success))
    mean_attempts += np.dot(attempt, chance)
assert abs(mean_attempts * success - 1) < 1e-6
assert abs(mean_attempts / prefactor * rate - 1) < 1e-6

# Two equal exits: the earlier of two independent hops ends the stay
rng = np.random.default_rng(7)
stay = rng.exponential(1 / rate, size=(2, 1_000_000)).min(axis=0).mean()
assert abs(stay * 2 * rate - 1) < 0.006   # six standard errors

# Logarithmic temperature sensitivity by finite difference
dt_rel = 1e-4
slope = (np.log(hop_rate(barrier, temperature * (1 + dt_rel)))
         - np.log(hop_rate(barrier, temperature * (1 - dt_rel)))) / (2 * dt_rel)
assert abs(slope / ratio - 1) < 1e-6


# Quantum factors: barrier transmission integral and sum over well levels
def quantum_factors(freq):
    u = const.h * freq / (const.k * temperature)
    tunnel = (u / 2) / np.sin(u / 2)
    levels = np.sinh(u / 2) / (u / 2)

    def integrand(e):
        return np.exp(-e) * expit(2 * np.pi * e / u)
    tunnel_sum = (quad(integrand, -ratio, 0, points=[-1.0], limit=200)[0]
                  + quad(integrand, 0, 50, points=[1.0], limit=200)[0])
    level_sum = np.exp(-u * (np.arange(2000) + 0.5)).sum()
    assert abs(tunnel_sum / tunnel - 1) < 1e-5
    assert abs((1 / u) / level_sum / levels - 1) < 1e-9
    return u, tunnel, levels


u_cos, tunnel_cos, levels_cos = quantum_factors(cosine_freq)
u_pre, tunnel_pre, levels_pre = quantum_factors(prefactor)

# Recrossing: trajectories started at a parabolic top with outward thermal flux
# Units: barrier angular frequency = 1 and thermal speed = 1
friction = 1.0
recross = np.sqrt(1 + (friction / 2)**2) - friction / 2
count, time_step = 100_000, 0.01
velocity = rng.rayleigh(1.0, count)
position = np.zeros(count)
kick = np.sqrt(2 * friction * time_step)
for _ in range(800):
    velocity += ((position - friction * velocity) * time_step
                 + kick * rng.standard_normal(count))
    position += velocity * time_step
recross_sim = 2 * np.mean(position > 0) - 1
# Allowance: sampling error near 0.0025 plus error of the finite time step
assert abs(recross_sim - recross) < 0.02

print(f"Barrier E: {barrier:.2f} eV")
print(f"Temperature T: {temperature:.0f} K")
print(f"Prefactor nu: {prefactor:.1e} 1/s")
print(f"Boltzmann constant: {KB_EV:.6e} eV/K")
print(f"Thermal energy kB*T: {thermal_energy:.6f} eV")
print(f"E/(kB*T): {ratio:.4f} (no unit)")
print(f"ln 10: {np.log(10):.5f} (no unit)")
print(f"(E/(kB*T))/ln 10: {ratio / np.log(10):.4f} (no unit)")
print(f"log10 of k in 1/s: {np.log10(rate):.4f} (no unit)")
print(f"exp(-E/(kB*T)): {success:.4e} (no unit)")
print(f"Hop rate k, one saddle: {rate:.4e} 1/s")
print(f"Hop rate k: {rate / 1e6:.2f} million per second")
print(f"Mean attempts per hop: {mean_attempts:.4e} (no unit)")
print(f"Mean wait 1/k: {1e9 / rate:.1f} ns")
print(f"Total rate, two equal exits: {2 * rate:.4e} 1/s")
print(f"Mean stay, two equal exits: {1e9 / (2 * rate):.1f} ns")
print(f"Mean stay, sampled: {1e9 * stay:.1f} ns")
warm = hop_rate(barrier, temperature + 10)
print(f"Rate at 510 K: {warm:.4e} 1/s")
print(f"Rate factor for +10 K: {warm / rate:.3f} (no unit)")
print(f"Rate at 300 K: {hop_rate(barrier, 300.0):.3e} 1/s")
print(f"Rate for E = 0.55 eV: {hop_rate(0.55, temperature):.3e} 1/s")
print(f"Rate for E = 0.65 eV: {hop_rate(0.65, temperature):.3e} 1/s")
print(f"Rate factor per 0.05 eV: {np.exp(0.05 / thermal_energy):.2f} (no unit)")
print(f"Model mass: {mass_u:.0f} u")
print(f"Model site spacing: {spacing_nm:.2f} nm")
print(f"Cosine-profile frequency: {cosine_freq:.3e} 1/s")
print(f"nu / cosine frequency: {prefactor / cosine_freq:.2f} (no unit)")
print(f"Cosine-profile flux rate: {flux_rate(temperature):.3e} 1/s")
print(f"Flux / harmonic rate, 500 K: {flux_ratio:.4f} (no unit)")
print(f"Flux / harmonic rate, 250 K: {flux_ratio_cold:.4f} (no unit)")
print(f"h*freq/(kB*T), cosine freq: {u_cos:.4f} (no unit)")
print(f"Tunnelling factor, cosine freq: {tunnel_cos:.4f} (no unit)")
print(f"Well-level factor, cosine freq: {levels_cos:.4f} (no unit)")
print(f"Both factors, cosine freq: {tunnel_cos * levels_cos:.4f} (no unit)")
print(f"h*freq/(kB*T), freq = nu: {u_pre:.4f} (no unit)")
print(f"Tunnelling factor, freq = nu: {tunnel_pre:.4f} (no unit)")
print(f"Well-level factor, freq = nu: {levels_pre:.4f} (no unit)")
print(f"Both factors, freq = nu: {tunnel_pre * levels_pre:.4f} (no unit)")
print(f"Friction / barrier ang. frequency: {friction:.1f} (no unit)")
print(f"Recrossing factor, formula: {recross:.3f} (no unit)")
print(f"Recrossing factor, simulated: {recross_sim:.3f} (no unit)")
print("all good")
```

Printed output:

```
Barrier E: 0.60 eV
Temperature T: 500 K
Prefactor nu: 1.0e+13 1/s
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kB*T: 0.043087 eV
E/(kB*T): 13.9254 (no unit)
ln 10: 2.30259 (no unit)
(E/(kB*T))/ln 10: 6.0477 (no unit)
log10 of k in 1/s: 6.9523 (no unit)
exp(-E/(kB*T)): 8.9591e-07 (no unit)
Hop rate k, one saddle: 8.9591e+06 1/s
Hop rate k: 8.96 million per second
Mean attempts per hop: 1.1162e+06 (no unit)
Mean wait 1/k: 111.6 ns
Total rate, two equal exits: 1.7918e+07 1/s
Mean stay, two equal exits: 55.8 ns
Mean stay, sampled: 55.8 ns
Rate at 510 K: 1.1772e+07 1/s
Rate factor for +10 K: 1.314 (no unit)
Rate at 300 K: 8.326e+02 1/s
Rate for E = 0.55 eV: 2.859e+07 1/s
Rate for E = 0.65 eV: 2.807e+06 1/s
Rate factor per 0.05 eV: 3.19 (no unit)
Model mass: 28 u
Model site spacing: 0.38 nm
Cosine-profile frequency: 2.676e+12 1/s
nu / cosine frequency: 3.74 (no unit)
Cosine-profile flux rate: 2.351e+06 1/s
Flux / harmonic rate, 500 K: 0.9807 (no unit)
Flux / harmonic rate, 250 K: 0.9907 (no unit)
h*freq/(kB*T), cosine freq: 0.2568 (no unit)
Tunnelling factor, cosine freq: 1.0028 (no unit)
Well-level factor, cosine freq: 1.0028 (no unit)
Both factors, cosine freq: 1.0055 (no unit)
h*freq/(kB*T), freq = nu: 0.9598 (no unit)
Tunnelling factor, freq = nu: 1.0394 (no unit)
Well-level factor, freq = nu: 1.0388 (no unit)
Both factors, freq = nu: 1.0798 (no unit)
Friction / barrier ang. frequency: 1.0 (no unit)
Recrossing factor, formula: 0.618 (no unit)
Recrossing factor, simulated: 0.609 (no unit)
all good
```
